# Choosing the AVAS Threshold: Projector Weights, Invariance and Stability

For N₂, with an active-space threshold of 0.583, the automatic selection described here gives 8 electrons in 6 orbitals at a bond length of 1.29 Å, and 6 electrons in 5 orbitals at 1.31 Å. At the crossing, 1.30 Å, the two choices differ in energy by 0.16 eV. The underlying mean-field determinant is the same for both. The jump comes from the threshold, and its cause also shows how to choose a better one.

## What the setting controls

The atomic valence active space method (AVAS) starts from self-consistent-field (SCF) orbitals and a list of target atomic orbitals, such as the 2p functions of both nitrogen atoms. It measures how much target character can be concentrated in single orbitals. Orbitals whose weight exceeds a threshold $t$ become active.

Consider a real, closed-shell restricted Hartree–Fock (RHF) determinant. Indices $i,j$ denote its $n_o$ occupied orbitals, $a,b$ the virtual orbitals, and $k,l$ either kind; all are orthonormal. The $n$ target functions $|p\rangle$ are linearly independent but may overlap, with $\sigma_{pq}=\langle p|q\rangle$. The projector onto their span is

$$P=\sum_{pq}|p\rangle(\sigma^{-1})_{pq}\langle q| .$$

It is Hermitian, and $P^2=P$ because the overlap arising in the middle of the product cancels one factor $\sigma^{-1}$. Hence $\langle\phi|P|\phi\rangle=\|P\phi\|^2$ lies between 0 and 1 for a normalised orbital.

With the orthonormalised targets $|\tilde p\rangle=\sum_q|q\rangle(\sigma^{-1/2})_{qp}$, define

$$T_{pk}=\langle\tilde p|\phi_k\rangle,\qquad (T^{\mathsf T}T)_{kl}=\langle\phi_k|P|\phi_l\rangle .$$

The second relation holds because $P=\sum_p|\tilde p\rangle\langle\tilde p|$. Split the columns of $T$ into $T_o$ and $T_v$. The algorithm is:

1. Diagonalise $T_o^{\mathsf T}T_o$ and rotate the occupied orbitals to its eigenvectors.
2. Diagonalise $T_v^{\mathsf T}T_v$ and rotate the virtual orbitals likewise.
3. Order occupied weights upward and virtual weights downward.
4. Make all orbitals with weight greater than $t$ active. The other occupied orbitals stay doubly filled, the other virtual orbitals empty.

The active orbitals are then contiguous, and changing $t$ moves only the two ends of the active block. Each matrix has rank at most $n$, so at most $2n$ orbitals can be active for $t\ge0$.

## Why the SCF determinant does not change

The occupied rotation is $\phi'_i=\sum_j\phi_jU_{ji}$ with $U^{\mathsf T}U=1$. In the Slater matrix, whose rows are electrons and whose columns are spin orbitals, the same $U$ acts on the spin-up and the spin-down columns. Therefore

$$\Phi'=\det\begin{pmatrix}U&0\\0&U\end{pmatrix}\Phi=(\det U)^2\Phi=\Phi,$$

since a real orthogonal matrix has determinant $\pm1$. Complex orbitals would leave at most a phase. The virtual rotation does not enter $\Phi$.

The density matrix shows the same invariance: $2C_oUU^{\mathsf T}C_o^{\mathsf T}=2C_oC_o^{\mathsf T}$, where $C_o$ holds the occupied coefficients. The Fock matrix $F$ is therefore unchanged as an operator. Its occupied–virtual block becomes $U^{\mathsf T}F_{ov}V=0$, with $V$ the virtual rotation, because $F_{ov}=0$ at convergence. The individual orbitals generally cease to be Fock eigenfunctions, so orbital energies should not be assigned to them without a further diagonalisation inside each block.

For every $t$ the determinant belongs to the active-space expansion: fill all active occupied orbitals and leave all active virtual orbitals empty. Two numerical tests confirm this for N₂. The determinant, evaluated at random electron positions, changed by a relative $1.5\times10^{-12}$ at most, and its energy rebuilt from active-space integrals agreed with the RHF energy to within $4\times10^{-13}$ eV.

The separate diagonalisation is essential. Suppose that $P$ were diagonalised over all orbitals together. In N₂ the six 2p targets supply one combination of $\sigma_u$ symmetry; call its normalised coefficient vector $w$. The joint eigenvector is proportional to $T^{\mathsf T}w$, whose occupied and virtual parts have squared lengths $s_o$ and $s_v$, the two $\sigma_u$ weights. Its SCF occupation is

$$\frac{2s_o}{s_o+s_v}=\frac{2(0.7777)}{0.7777+0.2217}=1.556 ,$$

as found numerically. Such an orbital is neither filled nor empty in $\Phi$, so no filling of the joint orbitals with zeros and twos reproduces the SCF determinant.

## What a weight means

Let $T_oT_o^{\mathsf T}w=s\,w$ with $w$ normalised, and form the target hybrid $|h\rangle=\sum_pw_p|\tilde p\rangle$. With the density operator $\gamma=2\sum_i|\phi_i\rangle\langle\phi_i|$,

$$\langle h|\gamma|h\rangle=2\sum_i\langle h|\phi_i\rangle^2=2w^{\mathsf T}T_oT_o^{\mathsf T}w=2s .$$

An occupied weight is thus half the SCF occupation of a target hybrid. These eigenvalues agree with those of the orbital-side matrix, apart from zeros: multiplying the eigenvalue equation by $T_o^{\mathsf T}$ gives

$$T_o^{\mathsf T}T_o\,(T_o^{\mathsf T}w)=s\,(T_o^{\mathsf T}w),\qquad \|T_o^{\mathsf T}w\|^2=s .$$

So for $s>0$ the normalised occupied eigenvector is $u=T_o^{\mathsf T}w/\sqrt s$.

The occupied and virtual weights are linked. Let $Q=\sum_k|\phi_k\rangle\langle\phi_k|$ project onto the span of the orbital basis. Then

$$T_oT_o^{\mathsf T}+T_vT_v^{\mathsf T}=1-D,\qquad D_{pq}=\langle\tilde p|(1-Q)|\tilde q\rangle .$$

The defect $D$ has no negative eigenvalues, because $1-Q$ is a projector. It vanishes when the basis contains the targets. In that case $T_vT_v^{\mathsf T}=1-T_oT_o^{\mathsf T}$ has the same eigenvectors $w$, with eigenvalues $1-s$. Each hybrid with $0<s<1$ then splits into one occupied and one virtual orbital,

$$|h\rangle=\sqrt{s}\,|\phi_u\rangle+\sqrt{1-s}\,|\phi_v\rangle .$$

If $s=1$ the hybrid is wholly occupied and has no virtual partner; if $s=0$ it is wholly virtual.

For targets outside the basis, let $d$ be the largest eigenvalue of $D$. For every normalised $x$,

$$x^{\mathsf T}(1-T_oT_o^{\mathsf T})x-d\le x^{\mathsf T}T_vT_v^{\mathsf T}x\le x^{\mathsf T}(1-T_oT_o^{\mathsf T})x .$$

The $m$th largest eigenvalue of a symmetric matrix is the maximum, over $m$-dimensional subspaces, of the minimum of this quadratic form. The inequalities therefore pass to the ordered eigenvalues. Pairing the $m$th smallest $s_o$ with the $m$th largest $s_v$ gives

$$1-d\le s_o+s_v\le1 .$$

## How the threshold sets the size

Take $D=0$ and list all $n$ target-side values $s$, including zeros. For $t<1/2$ there are three cases:

- If $s\le t$, only the virtual member is active, since $1-s\ge1-t>t$.
- If $t<s<1-t$, both members are active.
- If $s\ge1-t$, only the occupied member is active, since $s>t$ and $1-s\le t$.

Every hybrid contributes at least one orbital, and

$$N_{\rm act}=n+\#\{s:t<s<1-t\},\qquad t<\tfrac12 .$$

For $t\ge1/2$, a hybrid with $s>t$ contributes its occupied member and one with $s<1-t$ its virtual member. A hybrid between these limits contributes nothing:

$$N_{\rm act}=n-\#\{s:1-t\le s\le t\},\qquad t\ge\tfrac12 .$$

This is the first rule for choosing $t$: keep it below one half. With a defect, the inequality $s_o+s_v\ge1-d$ prevents both members of an ordered pair from being discarded if $t<(1-d)/2$.

The opening example breaks this rule. At $t=0.583$ the occupied $\sigma_u$ orbital falls below the threshold as the bond lengthens, while its virtual partner, with weight near $1-0.583=0.417$, is already excluded. The whole $\sigma_u$ hybrid disappears, and five orbitals remain for six targets.

The threshold also limits the target character left behind. Let a normalised discarded orbital have occupied part $a$ and virtual part $b$, as coefficient vectors. Every discarded weight is at most $t$, so

$$\|T_oa+T_vb\|\le\sqrt t\,(\|a\|+\|b\|)\le\sqrt{2t},$$

where the last step uses $\|a\|^2+\|b\|^2=1$. Its target weight is therefore at most $2t$. For $D=0$ and $t<1/2$ a sharper result holds. At most one member of each pair is discarded, and members of different pairs are mapped by $T$ onto orthogonal vectors $w$. The target weight is then an average of discarded weights, hence at most $t$.

## Reading the weights of N₂

At 1.10 Å, in the cc-pVDZ basis with the MINAO minimal set of atomic functions supplying the six 2p targets, the weights are:

| Symmetry | Occupied | Virtual |
|---|---|---|
| $\pi_u$ (two) | 0.992 | 0.008 |
| $\sigma_g$ | 0.960 | 0.040 |
| $\sigma_u$ | 0.778 | 0.222 |
| $\pi_g$ (two) | none | 1.000 |

The defect is $d=0.0006$, so the rows add almost to one. Integration on a real-space grid reproduced the weights to $2\times10^{-9}$.

The $\pi$ and $\sigma_g$ rows are nearly pure: these hybrids are almost full or almost empty. The $\sigma_u$ hybrid is the ambiguous one, with SCF occupation $2(0.778)=1.56$.

Moving $t$ through these weights gives the following complete active-space configuration-interaction (CASCI) energies relative to RHF:

| Threshold | Electrons, orbitals | Energy (eV) |
|---|---|---|
| 0.5 | 8, 6 | −2.55 |
| 0.2 to 0.05 | 8, 7 | −3.52 |
| 0.02 and 0.01 | 8, 8 | −3.72 |
| 0.005 | 8, 10 | −4.35 |

The energy must fall or stay level as $t$ decreases at fixed geometry. Any determinant of the smaller space reappears in the larger one when the newly active occupied orbitals are kept full and the newly active virtual orbitals empty. The spaces are nested, and the lowest energy obeys the variational principle. Since $\Phi$ is in all of them, no ground-state CASCI energy lies above RHF.

The first step adds the virtual $\sigma_u$ orbital and lowers the energy by $3.52-2.55=0.97$ eV. Without it, the active virtual orbitals are both $\pi_g$, and the $\sigma_g$ pair has no virtual orbital of $\sigma$ type available. With the occupied $\sigma_g$ orbital kept doubly filled, the gain shrinks to 0.03 eV. The $\sigma_g$ pair and the virtual $\sigma_u$ orbital alone give only 0.23 eV, so most of the gain appears only when the $\pi$ orbitals are active as well. The next step, virtual $\sigma_g$ with weight 0.040, brings 0.20 eV. The last adds two $\pi_u$ orbitals with weights of only 0.008, yet brings 0.63 eV.

A small weight therefore does not imply a small energy contribution. The projector contains no Hamiltonian; it measures resemblance to the targets. The last two orbitals are more than 99 per cent outside the 2p space, and the virtual $\sigma_g$ orbital added before them is 96 per cent outside it. Including these three extends the treatment well beyond the chosen target set. If that correlation is wanted, a larger target list or a later correlation treatment states the intention more clearly than a very small $t$.

All these energies omit orbital relaxation and correlation outside the active space, and they use a small basis. In aug-cc-pVDZ and cc-pVTZ the weights move by up to 0.006 (the virtual $\sigma_g$ weight becomes 0.046 and 0.045), the first step by less than 0.01 eV, the second to 0.210 and 0.215 eV, and the last to 0.57 and 0.65 eV. They compare active spaces; they do not estimate the full correlation energy.

## Sensitivity to the target functions

Two target sets may share a label and still be different functions. Replacing the MINAO targets by the contracted functions labelled 2p in the cc-pVDZ basis, as the program stores it, lowers the occupied $\sigma_u$ weight from 0.778 to 0.430. The label misleads: this function combines only the three tighter Gaussians, while the most diffuse one, which the atomic 2p orbital also needs, is stored as a separate function. The second set lies inside the basis, so its weights pair to one within rounding. Perfect pairing therefore does not show that the targets are the intended atomic orbitals.

Write $M=T_o^{\mathsf T}T_o$ for the old set and $M'=M+E$ for the new, in the same occupied orbitals. The quadratic form changes by at most $\|E\|$, the largest absolute eigenvalue of $E$. By the same maximum–minimum argument, no ordered weight moves by more than $\|E\|$. Here $\|E\|=0.349$, and the largest shift is 0.348.

This changes the selection at $t=0.5$. The three highest occupied weights were at least 0.960, so they remain above $0.960-0.348=0.612$, while the fourth falls to 0.430. By pairing, its virtual partner rises to $1-0.430=0.570$ and becomes active, while the virtual partners of the three highest have weights of at most $1-0.612=0.388$ and stay inactive. The two $\pi_g$ virtual orbitals stay active, since their hybrids have no occupied part. The new space has 6 electrons in 6 orbitals, where the MINAO targets gave 8 in 6. Equal orbital counts can conceal different spaces.

The orbitals themselves may also turn. Let the columns of $X$ be the kept eigenvectors of $M$, with eigenvalue matrix $\Lambda$ and smallest eigenvalue $\alpha$. Let $Y$ hold the discarded eigenvectors of $M'$, with eigenvalue matrix $\Lambda'$ and largest eigenvalue $\beta<\alpha$. The same number is kept in both cases. With $Z=Y^{\mathsf T}X$,

$$Y^{\mathsf T}EX=Y^{\mathsf T}M'X-Y^{\mathsf T}MX=\Lambda'Z-Z\Lambda .$$

From $Z=(Z\Lambda)\Lambda^{-1}$ follows $\|Z\Lambda\|\ge\alpha\|Z\|$. Also $\|\Lambda'Z\|\le\beta\|Z\|$, because $\Lambda'$ has no negative entries. The triangle inequality then gives $\|E\|\ge(\alpha-\beta)\|Z\|$. Since $\|Z\|$ is the sine of the largest angle $\theta$ between the old and new kept spaces,

$$\sin\theta\le\frac{\|E\|}{\delta},\qquad \delta=\alpha-\beta>0 .$$

For the three highest occupied orbitals, $\delta=0.960-0.430=0.530$, and the bound is $0.349/0.530=0.66$. The actual sine is 0.15. The bound is cautious here, partly because it ignores symmetry. The nearest discarded orbital is $\sigma_u$, which cannot mix with the kept $\sigma_g$ and $\pi_u$ orbitals. Only the $\sigma_g$ orbital can turn, by mixing with discarded $\sigma_g$ orbitals of zero weight. The gap that matters is therefore 0.960, and the same argument gives the tighter bound $0.349/0.960=0.36$. In general, a wide gap between kept and discarded orbitals of the same symmetry limits the turning. If that gap closes, the bound gives no protection.

## Sensitivity to geometry

Along a bond-stretching path a weight is a function $s(R)$. An orbital enters or leaves at $R^*$, where $s(R^*)=t$. Differentiating this condition gives

$$\frac{dR^*}{dt}=\frac{1}{s'(R^*)},$$

provided that the slope is not zero. A flat weight makes the crossing point very sensitive to $t$; a steep one fixes it well. Neither removes the energy jump.

For the occupied $\sigma_u$ weight at 1.30 Å the slope is $-1.03$ Å⁻¹. Raising $t$ by 0.002 should move the crossing by $0.002/(-1.03)=-0.0019$ Å, to 1.298 Å. A new SCF calculation there gave the required weight, 0.585. The third digit depends on the basis: in cc-pVTZ the weight at 1.30 Å is 0.586, which moves the crossing by about 0.003 Å, while the size of the jump is unchanged to the digits shown. The jump at 1.30 Å is upward by 0.16 eV towards longer bonds, because the smaller space takes over.

A threshold below one half can also be crossed. At 1.10 Å the virtual $\sigma_u$ weight is 0.222, only 0.022 above $t=0.2$. Between 1.10 and 1.30 Å the occupied weight falls from 0.778 to 0.583, a mean slope of $-0.97$ Å⁻¹, and by pairing the virtual weight rises at nearly the opposite rate. Linear extrapolation puts the crossing near $1.10-0.022/0.97\approx1.08$ Å. The slope is smaller at short bonds: the weight is 0.188 at 1.06 Å and 0.205 at 1.08 Å, so the crossing lies near 1.074 Å. This makes $t=0.2$ a poor choice for a curve that includes shorter bonds. It is crossed at long bonds too, where the occupied $\sigma_u$ weight falls from 0.387 at 1.50 Å to 0.178 at 1.80 Å. A value of 0.1 gives the same space at 1.10 Å and sits more evenly between the neighbouring weights 0.222 and 0.040: its margins are 0.122 above and 0.060 below, against 0.022 and 0.160 for $t=0.2$. It gives 8 electrons in 7 orbitals at the bond lengths sampled from 0.95 to 1.80 Å, but the margin narrows at both ends: the virtual $\sigma_u$ weight is 0.111 at 0.95 Å and the occupied one 0.178 at 1.80 Å.

## Choosing a value

First inspect the weights, then place $t$ below one half in a wide gap. The gap matters more than a round number. Do not cut through a degenerate shell: for the two $\pi_u$ virtual orbitals, rounding would decide which one is kept, and the active space would lose the molecule's axial symmetry.

For a potential curve, print the weights at several geometries, including both ends. If a weight crosses $t$, choose another gap or hold the numbers of active occupied and virtual orbitals fixed. Fixed numbers remove the jump in size, but the space can still change abruptly if two weights exchange order at the cut.

Next, vary $t$ within the gap, where the result must stay the same, and then across one neighbouring weight. The resulting change shows how much the energy at that geometry depends on that orbital: here 0.97 eV on crossing 0.222 and 0.20 eV on crossing 0.040. If the conclusion rests on an energy difference, repeat the test on the difference itself, because part of the change may cancel.

Finally, check the target functions. Nearly dependent targets make $\sigma^{-1}$ ill-conditioned, and a large $d$ means that the basis cannot represent them. The invariance of the SCF determinant holds in any case, but it guarantees only a common starting point. It says nothing about whether that determinant is a good reference or whether the selected orbitals suffice. The numerical output gives the weights and energies to more digits.

## Table of computed values

```
N2 bond length: 1.10 angstrom; basis cc-pVDZ, 28 orbitals
occupied orbitals: 7; target 2p functions (MINAO): 6
RHF energy: -2964.7838 eV
occupied weight 1: 0.99171 pi_u
occupied weight 2: 0.99171 pi_u
occupied weight 3: 0.95961 sigma_g
occupied weight 4: 0.77766 sigma_u
virtual weight 1: 0.99952 pi_g
virtual weight 2: 0.99952 pi_g
virtual weight 3: 0.22172 sigma_u
virtual weight 4: 0.04002 sigma_g
virtual weight 5: 0.00765 pi_u
virtual weight 6: 0.00765 pi_u
largest weight error against quadrature: 2.0e-09
largest relative change of determinant value: 1.5e-12
most fractional occupation, joint diagonalisation: 1.5563
defect norm d of MINAO targets: 0.000637
pair sums: smallest 0.999363, largest 0.999626
pairing error, targets inside basis: 2.2e-15
occupied sigma_u weight with cc-pVDZ 2p targets: 0.43000
norm of occupied-matrix change E: 0.348718
largest occupied weight shift: 0.347665
gap delta for three kept occupied orbitals: 0.52961
subspace sine: 0.148358; bound: 0.658443
t=0.500: 8 electrons, 6 orbitals, E(CASCI)-E(RHF)=-2.5536 eV
t=0.200: 8 electrons, 7 orbitals, E(CASCI)-E(RHF)=-3.5206 eV
t=0.100: 8 electrons, 7 orbitals, E(CASCI)-E(RHF)=-3.5206 eV
t=0.050: 8 electrons, 7 orbitals, E(CASCI)-E(RHF)=-3.5206 eV
t=0.020: 8 electrons, 8 orbitals, E(CASCI)-E(RHF)=-3.7221 eV
t=0.010: 8 electrons, 8 orbitals, E(CASCI)-E(RHF)=-3.7221 eV
t=0.005: 8 electrons, 10 orbitals, E(CASCI)-E(RHF)=-4.3505 eV
largest determinant-energy error in CAS: 3.9e-13 eV
sigma_u weight at 1.30 angstrom, used as t: 0.58305
at 1.29 angstrom: 8 electrons, 6 orbitals
at 1.31 angstrom: 6 electrons, 5 orbitals
CASCI energy jump at crossing, long side minus short: 0.1633 eV
slope ds/dR: -1.02823 per angstrom
threshold increase: 0.002; predicted crossing: 1.29805 angstrom
weight at predicted crossing: 0.58505; wanted: 0.58505
```
